\section*{On-shell versus Dyson Fan–Migdal energies of a Fröhlich polaron}

\section*{Question}

One electron sits at the bottom of an empty parabolic band and couples to a longitudinal optical phonon through the Fr\"ohlich interaction. The lowest-order (Fan--Migdal) self-energy $\Sigma(E)$ can be used in two ways. It can be evaluated at the bare energy, which is Rayleigh--Schr\"odinger perturbation theory and is called on-shell, or it can be put into the Dyson equation $E=\Sigma(E)$, which sums an infinite set of diagrams. Which of the two energies lies closer to the exact one, by how much, and why?

\section*{Answer}

\subsection*{The model and the two energies}

The band has mass $m$, the phonon has the dispersionless frequency $\omega$, the temperature is zero and the electron starts at $\mathbf k=0$. In atomic units
\begin{equation}
H=\frac{p^2}{2m}+\omega\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}
+\sum_{\mathbf q}M_q\left(e^{i\mathbf q\cdot\mathbf r}a_{\mathbf q}+e^{-i\mathbf q\cdot\mathbf r}a^\dagger_{\mathbf q}\right),
\qquad M_q^2=\frac{2\pi\omega}{\epsilon^{*}Vq^2},
\end{equation}
where $1/\epsilon^{*}=1/\epsilon_\infty-1/\epsilon_0$, $V$ is the volume, and $M_q$ is made real by the choice of phase of $a_{\mathbf q}$. The Debye--Waller self-energy comes from a coupling quadratic in the displacements. This model has none, so that term is zero, and nothing below concerns the Debye--Waller or interband terms of a real crystal.

With $\sum_{\mathbf q}\to V\int 4\pi q^2dq/(2\pi)^3$ and $\langle\cdot\rangle$ the average over directions, $\sum_{\mathbf q}M_q^2f=(\omega/\pi\epsilon^{*})\int_0^\infty dq\,\langle f\rangle$. Measure energy in $\omega$ and wave vector in $\sqrt{2m\omega}$, so that the band energy is $q^2$. The prefactor becomes $\omega\sqrt{2m\omega}/(\pi\epsilon^{*}\omega^2)=2\alpha/\pi$, which gives
\begin{equation}
\sum_{\mathbf q}M_q^2f=\frac{2\alpha}{\pi}\int_0^\infty dq\,\langle f\rangle,
\qquad \alpha=\frac{1}{\epsilon^{*}}\sqrt{\frac{m}{2\omega}},
\label{measure}
\end{equation}
or equivalently $M_q^2=4\pi\alpha/(Vq^2)$. These reduced units are used until the worked example.

With no thermal phonons and no other electrons, only emission survives in the Fan--Migdal self-energy. The intermediate state holds a phonon $\mathbf q$ and an electron $-\mathbf q$, with energy $1+q^2$. For $E<1$, using $\int_0^\infty dq/(q^2+c^2)=\pi/2c$,
\begin{equation}
\Sigma(E)=-\sum_{\mathbf q}\frac{M_q^2}{1+q^2-E}=-\frac{\alpha}{\sqrt{1-E}},
\qquad \Sigma(0)=-\alpha,\qquad \Sigma'(0)=-\frac{\alpha}{2}.
\end{equation}
The on-shell energy is $-\alpha$. For the Dyson root write $E_D=-\eta$; squaring $E=\Sigma(E)$ gives $\eta^2(1+\eta)=\alpha^2$. The left side rises monotonically from zero, so there is one root with $\eta>0$, and $1+\eta>1$ forces $\eta<\alpha$. Iterating $\eta=\alpha(1-\eta/2+3\eta^2/8-\dots)$ with $\eta=\alpha-\alpha^2/2$ on the right gives the cubic term $(\tfrac14+\tfrac38)\alpha^3$, so
\begin{equation}
E_D=-\alpha+\frac{\alpha^2}{2}-\frac{5\alpha^3}{8}+\dots,
\qquad E_D\to-\alpha^{2/3}\quad(\alpha\to\infty).
\end{equation}
The linearised form replaces $\Sigma$ by its tangent at $E=0$ and gives $Z\Sigma(0)=-\alpha/(1+\alpha/2)$ with $Z=1/(1-\Sigma'(0))$. It has the same $+\alpha^2/2$, and it lies above $E_D$ because $\Sigma$ is concave and so lies below its tangent.

\subsection*{The mechanism}

The total momentum $\mathbf p+\sum_{\mathbf q}\mathbf q\,n_{\mathbf q}$ commutes with $H$. At total momentum zero a basis state is fixed by the phonon occupations $n_{\mathbf q}$ alone, the electron carrying $-\sum\mathbf q\,n_{\mathbf q}$. The factors $e^{\pm i\mathbf q\cdot\mathbf r}$ supply exactly the change of electron momentum that keeps the total fixed, so in this basis
\begin{equation}
H_0=\Big(\sum_{\mathbf q}\mathbf q\,n_{\mathbf q}\Big)^2+\sum_{\mathbf q}n_{\mathbf q}+\sum_{\mathbf q}M_q\,(a_{\mathbf q}+a^\dagger_{\mathbf q}).
\label{H0}
\end{equation}
Its lowest energy is the exact band-bottom energy $E_0$. The first term is the recoil of the electron.

Restrict $H_0$ to states $|0\rangle+\sum\phi_{\mathbf q}a^\dagger_{\mathbf q}|0\rangle$. Projecting the eigenvalue equation on $|0\rangle$ and on $a^\dagger_{\mathbf q}|0\rangle$ gives $E=\sum M_q\phi_{\mathbf q}$ and $(1+q^2-E)\phi_{\mathbf q}=-M_q$. Eliminating $\phi$ returns $E=\Sigma(E)$. The one-shot Dyson root is therefore the exact lowest eigenvalue in the space of at most one phonon: the diagrams it sums emit and reabsorb one phonon after another and never hold two at once.

This truncation treats the two sides of the denominator $1+q^2-E$ unequally. The initial state is lowered to $E_D<0$. The one-phonon state cannot emit a further phonon, so it stays at its bare energy. The continuum of the truncated problem starts at $1$, a distance $1+|E_D|$ above the root. In the full problem an electron that has left a long-wavelength phonon far away is again a dressed polaron, and such states start at $E_0+1$, a distance $1$ above the ground state. The Dyson denominators are too large by $|E_D|$, about $\alpha$ at weak coupling, and the binding comes out too weak. On shell neither state is shifted, and the energy difference has the right threshold. The threshold is only part of the explanation. The self-consistent Born approximation, which dresses the one-phonon state but omits crossed diagrams, also has its threshold at distance $1$, and it still binds too weakly at order $\alpha^2$. The crossed diagram computed below supplies the rest.

The recoilless limit makes this exact. Dropping the first term of \eqref{H0} leaves $\sum(a^\dagger_{\mathbf q}+M_q)(a_{\mathbf q}+M_q)-\sum M_q^2$. For a finite set of modes every level of this displaced oscillator moves down by the same $G=\sum M_q^2$. The on-shell value $-G$ is then exact at any coupling, while Dyson gives $E(E-1)=G$, or $E=-G+G^2-\dots$.

\subsection*{The ordering holds at every coupling}

Take the Lee--Low--Pines trial state, a coherent state with $a_{\mathbf q}|f\rangle=f_{\mathbf q}|f\rangle$ and real $f_{\mathbf q}$. Its occupations are independent Poisson variables, $\langle n_{\mathbf q}n_{\mathbf q'}\rangle=f_{\mathbf q}^2f_{\mathbf q'}^2+\delta_{\mathbf{qq}'}f_{\mathbf q}^2$, so
\begin{equation}
\langle H_0\rangle=\Big|\sum\mathbf q f_{\mathbf q}^2\Big|^2+\sum(1+q^2)f_{\mathbf q}^2+2\sum M_qf_{\mathbf q}.
\end{equation}
Choose $f_{\mathbf q}=-M_q/(1+q^2)$. The first term vanishes because $f^2$ is even in $\mathbf q$, and the other two give $(1-2)\sum M_q^2/(1+q^2)=-\alpha$. The variational principle and $\eta<\alpha$ then give
\begin{equation}
E_0\le-\alpha<E_D\qquad\text{for all }\alpha>0 .
\label{order}
\end{equation}
Both approximations err upward, and the Dyson error exceeds the on-shell error by $E_D+\alpha$ whatever $E_0$ is. The on-shell number is the energy of a state with arbitrarily many uncorrelated phonons, although its formula mentions only one.

\subsection*{The diagrams of order $\alpha^2$}

To see what cancels the $+\alpha^2/2$, add two-phonon states $\tfrac12\sum\chi_{12}a_1^\dagger a_2^\dagger|0\rangle$ with symmetric $\chi$. Define
\begin{equation}
a=1+q_1^2,\quad b=1+q_2^2,\quad x=2\,\mathbf q_1\cdot\mathbf q_2,\quad
D=2+(\mathbf q_1+\mathbf q_2)^2=a+b+x .
\end{equation}
The operator $\sum M_ka_k$ turns the two-phonon part into $\sum_1(\sum_2M_2\chi_{12})a_1^\dagger|0\rangle$, and $\sum M_ka^\dagger_k$ turns the one-phonon part into $\tfrac12\sum(M_1\phi_2+M_2\phi_1)a_1^\dagger a_2^\dagger|0\rangle$. The projected equations are
\begin{align}
E&=\sum_1M_1\phi_1,\label{p0}\\
(a-E)\phi_1&=-M_1-\sum_2M_2\chi_{12},\label{p1}\\
(D-E)\chi_{12}&=-M_1\phi_2-M_2\phi_1 .\label{p2}
\end{align}
Three-phonon amplitudes are of order $M^3$. They enter \eqref{p2} at $M^4$, \eqref{p1} at $M^5$ and \eqref{p0} at $M^6$, so these equations are exact through $M^4\propto\alpha^2$. At leading order $\phi_1=-M_1/a$ and $\phi_2=-M_2/b$, so $\chi_{12}=M_1M_2(1/a+1/b)/D$. Inserting this in \eqref{p1} and then \eqref{p0} gives
\begin{equation}
E=\Sigma(E)-\sum_{12}\frac{M_1^2M_2^2}{a^2D}-\sum_{12}\frac{M_1^2M_2^2}{abD}
\equiv\Sigma(E)-R\alpha^2-C\alpha^2 .
\end{equation}
In the $R$ term phonon 2 is emitted and reabsorbed inside phonon 1, which is the rainbow diagram. In the $C$ term phonon 1 is reabsorbed first, which is the crossed diagram, the lowest vertex correction. Expanding $\Sigma(E)=\Sigma(0)+\Sigma'(0)E$ with $E=\Sigma(0)$ gives the fourth-order energy
\begin{equation}
E_4=\Sigma'(0)\Sigma(0)-R\alpha^2-C\alpha^2,\qquad \Sigma'(0)\Sigma(0)=\sum_{12}\frac{M_1^2M_2^2}{a^2b}=\frac{\alpha^2}{2}.
\end{equation}
Dyson keeps the first term and drops the other two; on shell all three are dropped.

Symmetrise each summand under $1\leftrightarrow2$ and write $s=a+b$. The first becomes $\tfrac12(1/a^2b+1/ab^2)=s/2a^2b^2$. The other two together become $\tfrac12(1/a+1/b)^2/D=s^2/2a^2b^2D$. Since $1-s/D=x/D$,
\begin{equation}
E_4=\frac12\sum_{12}\frac{M_1^2M_2^2}{a^2b^2}\,\frac{sx}{D}.
\label{general}
\end{equation}
With $s=D-x$ one has $sx/D=x-x^2/D$. The term linear in $x$ factorises, and
\begin{equation}
E_4=\Big|\sum_{\mathbf q}\frac{M_q^2\,\mathbf q}{(1+q^2)^2}\Big|^2-\frac12\sum_{12}\frac{M_1^2M_2^2\,x^2}{a^2b^2D}.
\label{split}
\end{equation}
Inversion symmetry removes the first term. What is left, $E_4=-c_2\alpha^2$, is negative because $D>0$, in agreement with \eqref{order}. It is of second order in $x$, the part of the recoil energy that correlates two phonons. Without recoil $a=b=1$, $D=2$ and $x=0$; rainbow and crossed each give $-G^2/2$ and cancel $+G^2$ completely.

A simple bound on $c_2$ follows from \eqref{split}. Use $D\ge2$, $\langle x^2\rangle=4q_1^2q_2^2/3$ and $\int_0^\infty q^2dq/(1+q^2)^2=\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/4$ (with $q=\tan\theta$):
\begin{equation}
c_2\le\frac12\Big(\frac2\pi\Big)^2\cdot\frac12\cdot\frac43\Big(\frac\pi4\Big)^2=\frac1{12}.
\end{equation}
This is an upper bound and not the value, since $D$ exceeds $2$ except at $\mathbf q_1=-\mathbf q_2$.

\subsection*{Closed forms}

Both diagrams have the form $(4\pi\alpha)^2\int\!\!\int d^3q_1\,d^3q_2\,(2\pi)^{-6}F_1(q_1)F_2(q_2)Y(\mathbf q_1+\mathbf q_2)$ with $Y(\mathbf k)=1/(k^2+c^2)$ and $c=\sqrt2$. Write $Y(\mathbf k)=\int d^3r\,y(r)e^{-i\mathbf k\cdot\mathbf r}$. The two momentum integrals then separate into the inverse transforms $f_1(r)$ and $f_2(r)$, and the expression equals $(4\pi\alpha)^2\int4\pi r^2dr\,f_1f_2\,y$.

The function $e^{-cr}/4\pi r$ solves $(-\nabla^2+c^2)y=\delta(\mathbf r)$, so its transform is $1/(q^2+c^2)$. Applying $-d/d(c^2)=-(1/2c)\,d/dc$ to both gives $1/(q^2+c^2)^2\leftrightarrow e^{-cr}/8\pi c$. The partial fraction $1/q^2(1+q^2)=1/q^2-1/(1+q^2)$, and the same identity divided once more by $1+q^2$, give
\begin{align}
\frac{1}{q^2(1+q^2)}&\leftrightarrow\frac{1-e^{-r}}{4\pi r},\\
\frac{1}{q^2(1+q^2)^2}&\leftrightarrow\frac{1-e^{-r}-re^{-r}/2}{4\pi r}.
\end{align}
The rainbow uses the second pair with $F_2=1/q^2\leftrightarrow1/4\pi r$; the crossed diagram uses the first pair twice. The prefactors combine to $(4\pi)^3r^2/(4\pi r)^3=1/r$. The radial integrals need the Frullani form $\int_0^\infty(e^{-ur}-e^{-vr})\,dr/r=\int_u^v d\lambda\int_0^\infty e^{-\lambda r}dr=\ln(v/u)$. For the rainbow,
\begin{align}
R&=\int_0^\infty\!\frac{dr}{r}\left(e^{-cr}-e^{-(c+1)r}\right)-\frac12\int_0^\infty\!dr\,e^{-(c+1)r}\nonumber\\
&=\ln\frac{c+1}{c}-\frac{1}{2(c+1)}=\ln\Big(1+\frac1{\sqrt2}\Big)-\frac{\sqrt2-1}{2},
\end{align}
using $1/(\sqrt2+1)=\sqrt2-1$. For the crossed diagram, $(1-e^{-r})^2e^{-cr}$ is the difference of $e^{-cr}-e^{-(c+1)r}$ and $e^{-(c+1)r}-e^{-(c+2)r}$, so
\begin{equation}
C=\ln\frac{(c+1)^2}{c(c+2)}=\ln\frac{(1+\sqrt2)^2}{2(1+\sqrt2)}=\ln\frac{1+\sqrt2}{2}.
\end{equation}
The arguments of the logarithms multiply to $\tfrac12(1+1/\sqrt2)(1+\sqrt2)=\tfrac12(2+3\sqrt2/2)$, and the constants combine as $-(\sqrt2-1)/2-1/2=-\sqrt2/2$. Hence
\begin{equation}
c_2=R+C-\frac12=\ln\Big(1+\frac{3\sqrt2}{4}\Big)-\frac{\sqrt2}{2},
\qquad E_0=-\alpha-c_2\alpha^2+O(\alpha^3).
\end{equation}
Numerically $R=0.327693$, $C=0.188226$, $R+C=0.515920$ and $c_2=0.015920$. Quadrature over $q_1$, $q_2$ and the angle between them reproduces $R$, $C$ and, from the $x^2$ form of \eqref{split}, $c_2$. At leading order the on-shell error relative to $E_0$ is $c_2\alpha^2$ and the Dyson error is $(\tfrac12+c_2)\alpha^2$. With $0.5/c_2=31.41$ their ratio tends to $1+31.41\approx32.4$ as $\alpha\to0$.

Adding only the rainbow, which is what the self-consistent Born approximation does through order $\alpha^2$, leaves the coefficient $\tfrac12-R=+0.172307$, of the wrong sign and about eleven times $c_2$ in size. The vertex diagram is comparable to the rainbow. The Migdal argument for neglecting it needs a phonon energy small against a Fermi energy; a single carrier has no Fermi energy, and the relevant recoil energies $q^2\sim1$ equal the phonon energy.

\subsection*{Checks beyond perturbation theory}

Equations \eqref{p0}--\eqref{p2} can be solved as they stand. Put $\phi_{\mathbf q}=-M_qu(q)$, eliminate $\chi$, and average $1/(D-E)$ over the cosine of the angle between $\mathbf q_1$ and $\mathbf q_2$:
\begin{align}
L(q_1,q_2)&=\frac{1}{4q_1q_2}\ln\frac{2-E+(q_1+q_2)^2}{2-E+(q_1-q_2)^2},\\
1&=\Big[a-E-\frac{2\alpha}{\pi}\int dq_2\,L\Big]u(q_1)-\frac{2\alpha}{\pi}\int dq_2\,L\,u(q_2),
\end{align}
with $E=-(2\alpha/\pi)\int u\,dq$. The first integral generates the rainbow and the second the crossed diagram. Extrapolating $(E+\alpha)/\alpha^2$ to $\alpha=0$ gives $0.500000$ with both switched off, $0.172307$ with the rainbow and $-0.015920$ with both on, which tests the assignment of the cancellation diagram by diagram.

A second test diagonalises \eqref{H0} for five modes, $\mathbf q=\pm(0.6,0)$ with coupling $0.45$, $\pm(0.5,1.0)$ with $0.5$, and $\mathbf 0$ with $0.3$, keeping up to eight phonons. The energies are $-0.467041$ (Dyson, equal to the one-phonon eigenvalue), $-0.610016$ (on shell, equal to the coherent-state expectation) and $-0.626892$ (diagonalisation). The fourth-order coefficient extracted from diagonalisation, $-0.0169293$, matches the $x^2$ form. When the $-\mathbf q$ partners are removed, diagonalisation and \eqref{general} give $+0.0081532$ while the $x^2$ form alone gives $-0.0024542$, so inversion symmetry is needed. A level sits $1.000003$ above the ground state, as expected because the $\mathbf q=0$ mode has no recoil and separates from the rest, whereas the lowest excitation in the one-phonon space costs $1.500561$. With recoil switched off the diagonalisation gives $-0.994992$ against the on-shell $-0.995000$; the small upward difference has the sign that the eight-phonon cutoff must produce.

For the continuum model the energies in units of $\omega$ are as follows; the on-shell value is $-\alpha$ and ``series'' means $-\alpha-c_2\alpha^2$.
\begin{center}
\begin{tabular}{ccccc}
$\alpha$ & linearised & Dyson & two-phonon & series\\
0.1 & $-0.09524$ & $-0.09554$ & $-0.10003$ & $-0.10016$\\
0.5 & $-0.40000$ & $-0.41964$ & $-0.49223$ & $-0.50398$\\
1.0 & $-0.66667$ & $-0.75488$ & $-0.95068$ & $-1.01592$\\
2.0 & $-1.00000$ & $-1.31460$ & $-1.76880$ & $-2.06368$\\
3.0 & $-1.20000$ & $-1.79458$ & $-2.49292$ & $-3.14328$
\end{tabular}
\end{center}
The two-phonon solution is exact through $\alpha^2$, yet it lies below $-\alpha$ only in the first row; from $\alpha=0.5$ on it is above $-\alpha$, and by \eqref{order} farther from $E_0$ than the on-shell value. A single recoilless mode with coupling $g$ and $G=g^2$ shows how this arises. Truncation at two phonons gives $E=-G/[1-E-2G/(2-E)]$. At $E\approx-G$ the bracket is $1+G-G(1-G/2)=1+G^2/2$, so $E=-G+G^3/2$ against the exact $-G$: the undressed states are now the two-phonon ones, and the upward error moves to the next order. That the same mechanism governs the continuum rows is a conjecture consistent with the table, since the $\alpha^3$ terms were not derived.

\subsection*{A worked example}

Take round model parameters $m=0.25\,m_e$, $\omega=0.050$ eV $=1.837466\times10^{-3}$ Ha, $\epsilon_\infty=5$, $\epsilon_0=15$. Then $1/\epsilon^{*}=1/5-1/15=0.133333$ and $\sqrt{m/2\omega}=8.24794$ in atomic units, so $\alpha=0.133333\times8.24794=1.0997$ and $\alpha^2=1.2094$. The length $1/\sqrt{2m\omega}$ is $17.5$ \AA, large against interatomic distances of a few \AA, as the continuum coupling requires.

The on-shell energy is $-1.0997\,\omega=-0.05499$ eV. The Dyson root has $\eta=0.81606$, which satisfies $0.81606^2\times1.81606=1.2094$, so $E_D=-0.04080$ eV. With $\Sigma'(0)=-0.54986$ and $Z=1/1.54986=0.64522$, the linearised value is $-0.03548$ eV. The fourth-order pieces are the coefficients times $\alpha^2\omega$:
\begin{equation}
E_4=(0.030235-0.019816-0.011382)\ \text{eV}=-0.000963\ \text{eV}.
\end{equation}
The series value is $-0.054986-0.000963=-0.055949$ eV, or $-1.1190\,\omega$. Relative to this series value, which omits the $\alpha^3$ term and is not the exact energy, the on-shell result is too high by $0.00096$ eV ($1.7\%$), the two-phonon result $-0.05189$ eV by $0.0041$ eV ($7.3\%$), Dyson by $0.0151$ eV ($27\%$) and the linearised form by $0.0205$ eV ($37\%$). The ratio of the Dyson to the on-shell error is $15.7$, both errors being measured from the series value. This ratio equals $1+(E_D+\alpha)/c_2\alpha^2$, and it lies below the weak-coupling limit because $E_D+\alpha=\alpha[1-(1+\eta)^{-1/2}]<\alpha\eta/2<\alpha^2/2$, the convex function $(1+\eta)^{-1/2}$ lying above its tangent $1-\eta/2$. Here $E_D+\alpha=1.09972-0.81606=0.284$ against $\alpha^2/2=0.605$ in units of $\omega$. The power series of $E_D$ cannot be used at this coupling, where its cubic term, $0.83$, exceeds the quadratic one. The omitted $\alpha^3$ term moves the last digits of these comparisons. Its known coefficient, quoted and not derived here, gives $-0.000806\,\alpha^3=-0.00107\,\omega$ at this coupling; including it in the reference raises the on-shell error to $0.00102$ eV ($1.8\%$), lowers the ratio from $15.7$ to $15.0$ and leaves the Dyson error at $27\%$. One statement needs no series: by \eqref{order}, Dyson is farther from the exact energy than the on-shell value by $0.054986-0.040803=0.0142$ eV. The program that produced these numbers and its output follow this text.

\subsection*{Where the result stops}

Closer does not mean accurate at strong coupling. Take a product of an electron orbital $\psi\propto e^{-r^2/2\sigma^2}$ and a coherent phonon state, the Landau--Pekar ansatz, in the original $H$. The density $|\psi|^2\propto e^{-r^2/\sigma^2}$ has $\langle r^2\rangle=3\sigma^2/2$ and form factor $\rho_q=\langle e^{i\mathbf q\cdot\mathbf r}\rangle=e^{-q^2\sigma^2/4}$. The kinetic energy is $\int|\nabla\psi|^2=\langle r^2\rangle/\sigma^4=3/2\sigma^2$. The phonon part $\sum(f_{\mathbf q}^2+2M_q\rho_qf_{\mathbf q})$ is lowest at $f_{\mathbf q}=-M_q\rho_q$, where \eqref{measure} gives $-(2\alpha/\pi)\int_0^\infty e^{-q^2\sigma^2/2}dq=-\alpha\sqrt{2/\pi}/\sigma$. Minimising the sum, which is quadratic in $1/\sigma$, gives $1/\sigma=\alpha\sqrt{2/\pi}/3$ and the energy $-\alpha^2/3\pi$. This is an upper bound on the lowest energy over all total momenta, since the localised state mixes them; that the minimum lies at zero momentum is not proved here, and the comparison with the on-shell value that follows assumes it. The bound falls below $-\alpha$ for $\alpha>3\pi=9.42$, and at $\alpha=12$ a numerical minimisation gives $-15.28\,\omega$ against the on-shell $-12\,\omega$. A plausible reading, not tested here, is that the coherent state behind $-\alpha$ lacks the correlation between phonons that localisation of the electron builds up.

The argument is also tied to the band bottom. At total momentum $\mathbf k$ the one-phonon denominator is $1+(\mathbf k-\mathbf q)^2-k^2=1+q^2-2\mathbf k\cdot\mathbf q$. It is no longer even in $\mathbf q$, so the analogue of the first, positive term of \eqref{split} survives. The smallest value of the denominator, $1-k^2$, reaches zero at the emission threshold $k=1$, where the bare electron has just enough energy to emit a phonon and an expansion in these denominators fails. A finite carrier density, phonon dispersion and several bands each change \eqref{H0}, while finite temperature leaves the Hamiltonian alone but brings in excited states and other total momenta. Neither \eqref{order} nor the value of $c_2$ has been shown for them.

\section*{Computed values}
\begin{verbatim}
Dyson series (units w): -5*A**3/8 + A**2/2 - A
alpha^2 coefficients (dimensionless): closed form | 3D quadrature
R 0.327693 | 0.327693;  C 0.188226 | 0.188226;  R+C 0.515920
c2 0.015920 | 0.015920;  1/2-R 0.172307;  0.5/c2 31.41
integral eq.: bare 0.500000, +rainbow 0.172307, +crossed -0.015920
five-mode model (units w): q = [[0.6, 0.0], [-0.6, 0.0], [0.5, 1.0], [-0.5, -1.0], [0.0, 0.0]]
  couplings g = [0.45, 0.45, 0.5, 0.5, 0.3]
  Dyson -0.467041, on-shell -0.610016, coherent -0.610016, exact -0.626892
  E4 symmetric: diag -0.0169293, x^2 form -0.0169293
  E4 no inversion: diag 0.0081532, general 0.0081532, x^2 form -0.0024542
  gap: exact 1.000003, one-phonon space 1.500561
  no recoil: exact -0.994992, on-shell -0.995000
Pekar Gaussian at alpha=12: -15.2789 w; crossover 3 pi = 9.4248
alpha  Dyson  linearised  two-phonon  on-shell  series(alpha^2)  (units w)
0.1  -0.09554  -0.09524  -0.10003  -0.10000  -0.10016
0.5  -0.41964  -0.40000  -0.49223  -0.50000  -0.50398
1.0  -0.75488  -0.66667  -0.95068  -1.00000  -1.01592
2.0  -1.31460  -1.00000  -1.76880  -2.00000  -2.06368
3.0  -1.79458  -1.20000  -2.49292  -3.00000  -3.14328
example: m = 0.25 m_e, w = 0.05 eV = 1.837466e-03 Ha, eps_inf = 5.0, eps_0 = 15.0
1/eps_inf - 1/eps_0 = 0.133333, sqrt(m/2w) = 8.24794 (a.u.)
alpha = 1.09972, alpha^2 = 1.20939
length 1/sqrt(2 m w) = 17.458 angstrom
dSigma/dE(0) = -0.54986, Z = 0.64522
Sigma'Sigma = 0.030235 eV, -R = -0.019816 eV, -C = -0.011382 eV
sum E4 = -0.000963 eV
Dyson: -0.040803 eV = -0.81606 w; minus series 0.015146 eV (27.07 %)
linearised: -0.035478 eV = -0.70956 w; minus series 0.020471 eV (36.59 %)
two-phonon: -0.051887 eV = -1.03774 w; minus series 0.004062 eV (7.26 %)
on-shell: -0.054986 eV = -1.09972 w; minus series 0.000963 eV (1.72 %)
series: -0.055949 eV = -1.11898 w; minus series 0.000000 eV (0.00 %)
error ratio Dyson/on-shell = 15.73
\end{verbatim}
